# Source-to-drain tunnelling through a parabolic barrier, derived in two ways: verification in Python

```python
"""Source-to-drain tunnelling through V(x) = phi - K x^2/2.
Result under test: T(E) = 1/(1+exp(S)), S = 2 pi (phi-E) sqrt(m/K)/hbar.
phi: barrier top above the source band edge (eV); K: curvature (eV/nm^2);
m: effective mass in electron masses; E: energy (eV); L: channel length (nm);
kTc = hbar*Omega/(2 pi), Omega = sqrt(K/m); a = Tc/temperature.
F: source-injected Boltzmann current / classical over-barrier current.
The Schroedinger equation is integrated numerically for the open parabola
and for a parabola of length L joined to flat contacts at E = 0.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad

C = const.hbar**2 / (const.m_e * const.e) * 1e18   # hbar^2/m_e in eV nm^2
kB = const.k / const.e                             # eV/K


def exponent(E, phi, K, m):
    return 2 * np.pi * (phi - E) * np.sqrt(m / (K * C))


def formula_T(E, phi, K, m):
    return 1 / (1 + np.exp(exponent(E, phi, K, m)))


def solve_T(E, phi, K, m, length=None, steps=8000):
    """Integrate from drain to source; length=None means open parabola."""
    E = np.atleast_1d(np.asarray(E, dtype=float))
    if length is None:
        X = 12 * (C / (m * K))**0.25
        k = np.sqrt(2 * m * (E - phi + K * X**2 / 2) / C)
        dk = m * K * X / (C * k)       # dk/dx at +X; opposite sign at -X
    else:
        X = length / 2
        k = np.sqrt(2 * m * E / C)
        dk = 0 * k
    psi = np.ones(len(E), dtype=complex)
    der = 1j * k - dk / (2 * k)
    h = -2 * X / steps

    def q(x):
        return 2 * m * (phi - K * x * x / 2 - E) / C

    x = X
    q0 = q(x)
    for i in range(steps):
        qm = q(x + h / 2)
        q1 = q(x + h)
        a1, b1 = der, q0 * psi
        a2, b2 = der + h / 2 * b1, qm * (psi + h / 2 * a1)
        a3, b3 = der + h / 2 * b2, qm * (psi + h / 2 * a2)
        a4, b4 = der + h * b3, q1 * (psi + h * a3)
        psi = psi + h / 6 * (a1 + 2 * a2 + 2 * a3 + a4)
        der = der + h / 6 * (b1 + 2 * b2 + 2 * b3 + b4)
        x = X + (i + 1) * h
        q0 = q1
    left_mover = -1j * k + dk / (2 * k)
    incident = (der - left_mover * psi) / (2j * k)
    return 1 / np.abs(incident)**2


# Integral representation of the scattering state (dimensionless y, eps)
mp.mp.dps = 25
ray = mp.exp(1j * mp.pi / 4)


def scattering_state(y, eps):
    def moment(n):
        def integrand(u):
            s = ray * u
            return ray * s**(n - 0.5 - 1j * eps) * mp.exp(
                1j * s * s / 4 + 1j * s * y)
        return mp.quad(integrand, list(range(0, 28, 2)))
    g, g1 = moment(0), 1j * moment(1)
    phase = mp.exp(0.5j * y * y)
    return phase * g, phase * (1j * y * g + g1)


eps = mp.mpf('-0.4')
y0, dy = mp.mpf('0.7'), mp.mpf('0.001')
second = (scattering_state(y0 + dy, eps)[1]
          - scattering_state(y0 - dy, eps)[1]) / (2 * dy)
value = scattering_state(y0, eps)[0]
assert abs(second + (y0**2 + 2 * eps) * value) < 1e-4 * abs(value)
Y = mp.mpf(6)
right = scattering_state(Y, eps)[0]
left, left_der = scattering_state(-Y, eps)
p = mp.sqrt(Y**2 + 2 * eps)
dp = -Y / p
lam_r, lam_l = 1j * p - dp / (2 * p), -1j * p - dp / (2 * p)
reflected = (left_der - lam_r * left) / (lam_l - lam_r)
incident = (left_der - lam_l * left) / (lam_r - lam_l)
R_over_T = abs(reflected / right)**2
assert abs(R_over_T / mp.exp(-2 * mp.pi * eps) - 1) < 5e-3
assert abs((abs(reflected)**2 + abs(right)**2) / abs(incident)**2 - 1) < 5e-3
# endpoint and stationary-point amplitudes
gam = abs(mp.gamma(0.5 - 1j * eps))
assert abs(abs(right) * mp.sqrt(p) / (gam * mp.exp(mp.pi * eps / 2)) - 1) < 5e-3
assert abs(abs(incident) * mp.sqrt(p) / mp.sqrt(2 * mp.pi) - 1) < 5e-3

phi, L, temp = 0.3, 8.0, 300.0
K = 8 * phi / L**2
beta = 1 / (kB * temp)
masses = (0.20, 0.05)
print(f"barrier height phi = {phi:.2f} eV, length L = {L:.1f} nm")
print(f"curvature K = {K:.4f} eV/nm^2, temperature = {temp:.0f} K")
print(f"thermal energy kT = {1e3/beta:.2f} meV")
print(f"hbar^2/m_e = {C:.5f} eV nm^2")
print(f"R/T from integral at eps={float(eps):.1f}: {float(R_over_T):.4f}; "
      f"exp(-2 pi eps) = {float(mp.exp(-2*mp.pi*eps)):.4f}")

# Open parabola: exact law below, at and above the top
test_E = np.array([0.10, 0.20, 0.30, 0.35])
for m in masses:
    numeric = solve_T(test_E, phi, K, m)
    assert np.allclose(numeric, formula_T(test_E, phi, K, m), rtol=1e-3)

# Semiclassical action from direct quadrature
depth = 0.15
turn = np.sqrt(2 * depth / K)
action = 2 * quad(lambda t: np.sqrt(2 * masses[0] * depth / C)
                  * turn * np.cos(t)**2, -np.pi / 2, np.pi / 2)[0]
assert abs(action / exponent(phi - depth, phi, K, masses[0]) - 1) < 1e-9

# Parameter trends, exponent extracted from numerical transmission
print("Exponent S from numerical T of the open parabola:")
cases = [("reference m=0.20, depth 0.15 eV", 0.20, K, depth),
         ("mass / 4, same depth", 0.05, K, depth),
         ("K * 4, same depth", 0.20, 4 * K, depth),
         ("K * 4, same width", 0.20, 4 * K, 4 * depth)]
for name, m, curv, dep in cases:
    T = solve_T(0.0, dep, curv, m)[0]
    S_num = np.log(1 / T - 1)
    width = np.sqrt(8 * dep / curv)
    S_width = np.pi * width**2 * np.sqrt(m * curv / C) / 4
    assert abs(S_num - S_width) < 2e-3
    print(f"  {name}: width {width:.3f} nm, S = {S_num:.3f}, T = {T:.3e}")

# Logarithmic sensitivities at fixed depth
d = 0.01
S_ref = exponent(0.0, depth, K, 0.20)
slope = -(S_ref / 2) * (1 - formula_T(0.0, depth, K, 0.20))
up, down = np.exp(d), np.exp(-d)
slope_m = np.log(solve_T(0, depth, K, .2 * up)[0]
                 / solve_T(0, depth, K, .2 * down)[0]) / (2 * d)
slope_K = np.log(solve_T(0, depth, K * up, .2)[0]
                 / solve_T(0, depth, K * down, .2)[0]) / (2 * d)
assert abs(slope_m - slope) < 1e-2 and abs(slope_K + slope) < 1e-2
print(f"dlnT/dln m = {slope_m:.3f}, dlnT/dln K = {slope_K:.3f} (reference)")

# Quadrature nodes in sqrt(E) below the top, and in E above it
z, w = np.polynomial.legendre.leggauss(120)
root = np.sqrt(phi) * (z + 1) / 2
E_low, w_low = root**2, w * np.sqrt(phi) * root
E_high, w_high = phi + (z + 1) / 2, w / 2
nodes = np.concatenate([E_low, E_high])
weights = np.concatenate([w_low, w_high]) * beta * np.exp(-beta * (nodes - phi))
grid = np.linspace(0.0025, 0.35, 140)

for m in masses:
    hw = np.sqrt(C * K / m)
    kTc = hw / (2 * np.pi)
    a = kTc * beta
    print(f"--- m = {m:.2f} electron masses ---")
    print(f"hbar Omega = {1e3*hw:.2f} meV, kTc = {1e3*kTc:.2f} meV")
    print(f"crossover temperature Tc = {kTc/kB:.1f} K, a = Tc/T = {a:.4f}")
    for E in (0.10, 0.20):
        S = exponent(E, phi, K, m)
        S_length = np.pi * L * (phi - E) * np.sqrt(m / (2 * phi * C))
        assert abs(S - S_length) < 1e-10
        T_contact = solve_T(E, phi, K, m, L, 3000)[0]
        print(f"E = {E:.2f} eV: S = {S:.3f}, exp(-S) = {np.exp(-S):.3e}")
        print(f"  T parabola = {formula_T(E, phi, K, m):.3e}, "
              f"T with contacts = {T_contact:.3e}")
    series = sum((-1)**(n + 1) * a * np.exp(-(n - a) * phi / kTc) / (n - a)
                 for n in range(1, 30))
    F_closed = np.pi * a / np.sin(np.pi * a) - series
    part = weights * formula_T(nodes, phi, K, m)
    F_quad = part.sum()
    assert abs(F_closed / F_quad - 1) < 1e-6
    part_c = weights * solve_T(nodes, phi, K, m, L, 3000)
    print(f"F parabola = {F_closed:.3f}, F with contacts = {part_c.sum():.3f}")
    print(f"share below top: parabola {part[:120].sum()/F_quad:.4f}, "
          f"with contacts {part_c[:120].sum()/part_c.sum():.4f}")
    spectrum = solve_T(grid, phi, K, m) * np.exp(-beta * grid)
    peak = grid[np.argmax(spectrum)]
    if a < 1:
        predicted = phi + kTc * np.log((1 - a) / a)
        assert abs(peak - predicted) < 0.004
        print(f"spectral peak, parabola: E* = {predicted:.4f} eV")
    else:
        assert np.all(np.diff(spectrum) < 0)
        print("spectral peak, parabola: at the source edge, E = 0 eV")
    spectrum_c = solve_T(grid, phi, K, m, L, 3000) * np.exp(-beta * grid)
    print(f"spectral peak with contacts: {grid[np.argmax(spectrum_c)]:.4f} eV")

# Error due to contacts fades for a long channel
print("T(contacts)/T(parabola), m = 0.20, E = 0.15 eV:")
for length in (8.0, 16.0, 32.0, 64.0):
    curv = 8 * phi / length**2
    ratio = (solve_T(0.15, phi, curv, 0.20, length, 6000)[0]
             / formula_T(0.15, phi, curv, 0.20))
    print(f"  L = {length:.0f} nm: {ratio:.4f}")
assert abs(ratio - 1) < 0.1
print("checks complete")
```

Running it gives:

```
barrier height phi = 0.30 eV, length L = 8.0 nm
curvature K = 0.0375 eV/nm^2, temperature = 300 K
thermal energy kT = 25.85 meV
hbar^2/m_e = 0.07620 eV nm^2
R/T from integral at eps=-0.4: 12.3458; exp(-2 pi eps) = 12.3453
Exponent S from numerical T of the open parabola:
  reference m=0.20, depth 0.15 eV: width 5.657 nm, S = 7.885, T = 3.762e-04
  mass / 4, same depth: width 5.657 nm, S = 3.942, T = 1.903e-02
  K * 4, same depth: width 2.828 nm, S = 3.942, T = 1.903e-02
  K * 4, same width: width 5.657 nm, S = 15.770, T = 1.417e-07
dlnT/dln m = -3.941, dlnT/dln K = 3.941 (reference)
--- m = 0.20 electron masses ---
hbar Omega = 119.53 meV, kTc = 19.02 meV
crossover temperature Tc = 220.8 K, a = Tc/T = 0.7359
E = 0.10 eV: S = 10.513, exp(-S) = 2.718e-05
  T parabola = 2.718e-05, T with contacts = 5.172e-05
E = 0.20 eV: S = 5.257, exp(-S) = 5.213e-03
  T parabola = 5.186e-03, T with contacts = 4.494e-03
F parabola = 3.090, F with contacts = 3.114
share below top: parabola 0.7625, with contacts 0.7539
spectral peak, parabola: E* = 0.2805 eV
spectral peak with contacts: 0.2900 eV
--- m = 0.05 electron masses ---
hbar Omega = 239.06 meV, kTc = 38.05 meV
crossover temperature Tc = 441.5 K, a = Tc/T = 1.4717
E = 0.10 eV: S = 5.257, exp(-S) = 5.213e-03
  T parabola = 5.186e-03, T with contacts = 1.357e-02
E = 0.20 eV: S = 2.628, exp(-S) = 7.220e-02
  T parabola = 6.734e-02, T with contacts = 9.326e-02
F parabola = 124.093, F with contacts = 246.139
share below top: parabola 0.9948, with contacts 0.9978
spectral peak, parabola: at the source edge, E = 0 eV
spectral peak with contacts: 0.0375 eV
T(contacts)/T(parabola), m = 0.20, E = 0.15 eV:
  L = 8 nm: 1.2224
  L = 16 nm: 0.8176
  L = 32 nm: 1.0635
  L = 64 nm: 0.9741
checks complete
```
